# Locating melting by interface pinning, with tests of bias and order parameter

Before simulating crystallization in a phase-change memory alloy, one must choose the temperature. A run at 800 K models growth only if the interatomic potential melts above 800 K, and its driving force depends on how far above. The potential's own melting temperature must therefore be found first. Heating a crystal until it collapses does not give it, because a crystal without a surface can survive above melting. Interface pinning puts crystal and liquid in contact, holds their boundary with a spring, and reads the chemical-potential difference from the spring's mean force.

## One boundary, worked by hand

Take \(N\) atoms in a row, the first \(n\) crystalline and the rest liquid. Let \(\mu_s,\mu_l\) be the chemical potentials of crystal and liquid. Throughout, \(\Delta\) means crystal minus liquid. Apart from the constant cost of the boundary,

\[
G(n)=n\mu_s+(N-n)\mu_l=N\mu_l+n\Delta\mu .
\]

An order parameter takes the value \(q_s\) on a crystal atom and \(q_l\) on a liquid atom, with \(\Delta q>0\). Its sum is

\[
Q=nq_s+(N-n)q_l=Nq_l+n\Delta q ,
\qquad n=\frac{Q-Nq_l}{\Delta q}.
\]

Hence \(G=\text{const}+Q\,\Delta\mu/\Delta q\). Add the spring energy \(\tfrac12\kappa(Q-a)^2\) and, for the moment, treat \(n\) as continuous. With \(f=-\Delta\mu/\Delta q\), completing the square gives

\[
-fQ+\frac{\kappa}{2}(Q-a)^2
=\frac{\kappa}{2}\left(Q-a-\frac f\kappa\right)^2-fa-\frac{f^2}{2\kappa}.
\]

The biased distribution is a Gaussian of variance \(kT/\kappa\), centred at \(a+f/\kappa\), provided the ends of the row are out of reach. Therefore

\[
\kappa\langle Q-a\rangle=f,\qquad \Delta\mu=-f\,\Delta q .
\]

If the crystal is stable, \(\Delta\mu<0\) and \(f>0\): the crystal grows past the target until the spring holds it.

For the model chain defined below, at 800 K, \(\Delta\mu=-17.018\) meV and \(\Delta q=1.9367\). The force is \(17.018/1.9367=8.79\) meV. In this estimate, which neglects the small response of the bulk phases to the bias, a spring of \(\kappa=0.01\) eV is displaced by 0.879, and one of 0.04 eV by 0.220. The displacement changes fourfold while the force stays the same. This is the first consistency check to ask of a real calculation.

## When a stiff spring fails

A sharp boundary advances by whole layers. In the row a layer is one atom, so \(Q\) takes the values \(Q_n=Q_0+n\Delta q\). If a three-dimensional boundary moves strictly layer by layer, with \(N_L\) atoms per layer, the step is \(N_L\Delta q\). That step must replace \(\Delta q\) in the period and the damping law below, and the same \(\kappa\) then damps the ripple far less. Write \(s^2=kT/\kappa\) and \(\omega=2\pi/\Delta q\). Poisson summation turns the sum over layers into integrals:

\[
Z_b(a)=\sum_n e^{fQ_n/kT-(Q_n-a)^2/2s^2}
=\frac1{\Delta q}\sum_m\int dQ\,
e^{im\omega(Q-Q_0)+fQ/kT-(Q-a)^2/2s^2}.
\]

For \(c=f/kT+im\omega\), the Gaussian integral is

\[
\int dQ\,e^{cQ-(Q-a)^2/2s^2}=\sqrt{2\pi}\,s\,e^{ca+s^2c^2/2}.
\]

The real part of \(c^2\) is \(f^2/(kT)^2-m^2\omega^2\). Relative to \(m=0\), the \(m\)-th term is thus reduced by \(e^{-m^2\omega^2s^2/2}\). The \(m=0\) term alone gives a force \(f\) for every \(a\). The terms \(m=\pm1\) add a ripple in \(a\), of period \(\Delta q\), damped by

\[
\exp\left(-\frac{\omega^2s^2}{2}\right)
=\exp\left[-\frac{2\pi^2kT}{\kappa(\Delta q)^2}\right].
\]

Thermal spread of \(Q\) within the bulk phases weakens the ripple further. If that spread is nearly the same for neighbouring boundary positions, its factor cancels when two springs are compared.

A chain with a sharp boundary at 900 K shows the danger. Its true force is \(-2.71\) meV, but at \(\kappa=0.155\) eV the ripple amplitude is 5.89 meV, so a single target \(a\) can give even the wrong sign. Halving \(\kappa\) reduces the ripple to 0.465 meV. The ratio is 0.0789. The damping law, with \(s^2\) going from 0.5 to 1.0 and \(\Delta q=1.9699\), gives 0.0786. The cure is a softer spring, or an average over targets spanning one layer.

## The general mean force

In a three-dimensional simulation the crystal–liquid slab is held at fixed \(N\), \(T\) and normal pressure. The cross-section is fixed at that of the relaxed crystal at the same \(T\) and pressure; otherwise the crystal carries elastic energy and \(\mu_s\) is wrong. The boundaries must be far enough apart that moving them changes the amounts of the phases but not the interfacial free energy.

Let \(P(Q)\) be the unbiased distribution within the two-phase region. Then

\[
Z_b(a)=\int dQ\,P(Q)e^{-\kappa(Q-a)^2/2kT}.
\]

Differentiating the exponential with respect to \(a\) brings down \(\kappa(Q-a)/kT\), so

\[
f\equiv\kappa\langle Q-a\rangle=kT\frac{\partial\ln Z_b}{\partial a}.
\]

The derivative of the Gaussian with respect to \(a\) is minus its derivative with respect to \(Q\). Integrating by parts, with vanishing boundary terms, gives

\[
f=\left\langle kT\frac{d\ln P}{dQ}\right\rangle_b .
\]

The spring measures the slope of \(kT\ln P\), averaged over its window. If the slope is constant there, \(\kappa\) drops out.

To identify the slope for a large system, let \(g_s(q)\) and \(g_l(q)\) be the free energies per atom of the bulk phases constrained to a mean order \(q\). The interface is a constant. Minimize

\[
L=n g_s(q_1)+(N-n)g_l(q_2)
+h\left[nq_1+(N-n)q_2-Q\right],
\]

where \(h\) enforces the chosen \(Q\). Setting the derivatives with respect to \(q_1,q_2,n\) to zero gives

\[
g_s'(q_1)=-h,\qquad g_l'(q_2)=-h,\qquad
g_s(q_1)+hq_1=g_l(q_2)+hq_2 .
\]

The last equation says that the phases coexist when an energy \(hQ\) is added to the Hamiltonian. It fixes \(h\) without reference to \(n\), so the slope is the same throughout the two-phase plateau. At the minimum, \(dG/dQ=\partial L/\partial Q=-h\). Since \(P\propto e^{-G/kT}\), the measured force is \(f=h\).

## What independence of the order parameter means

Let \(\mu(h)\) be a phase's chemical potential with \(hQ\) added. Differentiating its partition function gives \(d\mu/dh=\langle q\rangle_h\). Coexistence at \(f\) then reads

\[
\Delta\mu+\int_0^f\Delta q(h)\,dh=0 .
\]

Here \(\Delta\mu\) belongs to the unbiased material. If \(f=0\), then \(\Delta\mu=0\). Conversely, if \(\Delta\mu=0\) and \(\Delta q(h)\) keeps one sign over the fields considered, \(f\) must vanish. The melting point is then the same for every order parameter that separates the phases.

Away from melting the agreement is weaker. Define the susceptibility \(\chi=-d\langle q\rangle/dh\), which is positive because it is a variance of \(Q\) per atom divided by \(kT\). To first order \(\Delta q(h)=\Delta q(0)-h\Delta\chi\), and integration gives

\[
\Delta\mu=-f\Delta q(0)+\frac{f^2}{2}\Delta\chi+O(f^3).
\]

The linear estimate \(-f\Delta q(0)\) therefore misses \(\Delta\mu\) by \(-\tfrac12f^2\Delta\chi\), which depends on the order parameter. The error can be removed at this order by running the bulk phases once more with \(fQ\) added:

\[
\Delta\mu\simeq-\frac f2\left[\Delta q(0)+\Delta q(f)\right].
\]

Inserting the expansion of \(\Delta q(f)\) reproduces both terms above, so the remaining error is of order \(f^3\).

## A chain that can be checked

The test model gives each atom a structural coordinate \(u\), near \(+1\) in the crystal and \(-1\) in the liquid, and two transverse coordinates \(v,w\). All three are in units of \(\ell=0.5\) Å. The energy is

\[
U=\sum_i\left[V(u_i)+\frac{K(u_i)}2(v_i^2+w_i^2)\right]
+\frac J2\sum_i(u_{i+1}-u_i)^2 ,
\]

\[
V=B(1-u^2)^2\left(1+cu+\frac{c^2u^2}{2}\right)-\frac\varepsilon2 S(u),
\]

\[
S=\frac{3u-u^3}{2},\qquad K=K_0R^{S(u)/2}.
\]

The parameters are \(B=0.25\), \(J=1.0\), \(\varepsilon=0.14\) and \(K_0=0.8\) eV, with \(c=0.3\) and \(R=5\). There are 30 mobile atoms between a fixed crystal end and a fixed liquid end. The sharp-boundary chain used earlier has \(B=0.9\) and \(J=0.4\) eV instead. "Liquid" here names the high-entropy phase; it does not flow.

Integrating over \(v,w\) gives \(2\pi kT/K(u)\), hence a site free energy

\[
\phi(u)=V(u)+\frac{kT\ln R}{2}S(u)+\text{const}.
\]

The energy favours the crystal and the soft transverse motion favours the liquid. What remains of the partition function is a product of kernels

\[
\mathcal T(u,u')=\exp\left\{-\frac{\phi(u)+\phi(u')+J(u-u')^2}{2kT}\right\}.
\]

A long chain in one phase contributes \(\lambda^N\), where \(\lambda\) is the eigenvalue of that phase's localized state, so \(\mu=-kT\ln\lambda\). Strictly, an infinite one-dimensional chain has no sharp melting point, because thermal motion creates boundaries in it. The phases are well defined here because 30 atoms are far fewer than the typical spacing of such boundaries. The two leading states, separated into crystal and liquid, give \(\Delta\mu\) without any spring. They place melting at 915.4 K, with a fusion entropy of \(1.70\,k\) per atom and a latent heat of 134 meV per atom.

Two order parameters are compared: the linear \(q=u\), and the quadratic \(q=(1+u)^2/4\), which resembles a squared Bragg amplitude. At 100 K below melting their linear estimates miss \(\Delta\mu\) by \(+9.5\) and \(-48.5\) µeV. At 50 K below, the errors are smaller by factors of 4.07 and 3.97, as a quadratic law requires when \(f\) roughly doubles. The bulk correction cuts the 100 K errors to 0.09 and 0.15 µeV in magnitude.

The signs follow from \(\Delta\chi\). For \(q=u\), the liquid well is softer, so \(\Delta\chi<0\). For the quadratic choice \(dq/du=(1+u)/2\), which is 1 in the crystal and 0 in the liquid at the well centres. To leading order its response lies in the crystal, and \(\Delta\chi>0\).

The biased finite chain can also be evaluated without dynamics, by a Fourier integral over \(Q\). For both order parameters, two springs each, and 800, 900 and 1000 K, its force differs from the coexistence field by less than 0.14 µeV. The target is held at the middle of the range of \(Q\), so this tests the slope averaged over the spring's window there, not the flatness of the plateau point by point.

## The molecular-dynamics procedure

1. Relax the crystal at each temperature to fix the cross-section. Run both bulk phases to obtain \(\Delta q\) and the enthalpy difference per atom \(\Delta h\).
2. Build a two-phase cell and choose \(a\) near the middle of the plateau.
3. Add the force \(-\kappa(Q-a)\,\partial Q/\partial\mathbf r_i\) to each atom. If \(Q\) depends on the cell length, include the corresponding derivative in the barostat, since the bias is part of the potential energy.
4. Discard the approach to equilibrium, average \(\kappa(Q-a)\), and estimate the error from independent replicas.
5. Repeat with another \(\kappa\) and another order parameter. Check that the window stays clear of complete freezing or melting, and vary \(a\) if the boundary may be sharp.
6. Find the zero of \(\Delta\mu(T)\).

For the chain, each Langevin step of length \(\tau\) consists of

\[
\dot x\leftarrow\dot x+\frac{\tau F}{M},\quad
x\leftarrow x+\frac{\tau\dot x}{2},\quad
\dot x\leftarrow e^{-\gamma\tau}\dot x
+\sqrt{\frac{kT}{M}(1-e^{-2\gamma\tau})}\,\xi,\quad
x\leftarrow x+\frac{\tau\dot x}{2}.
\]

Here \(x\) is any of the three coordinates, \(F\) includes the bias, \(\xi\) is a unit normal number, and \(M=m\ell^2\) with \(m=110\) u. The step is 8 fs and \(\gamma=1\) ps\(^{-1}\). Each pinned condition has 36 replicas and each bulk phase 12, with 8 ps discarded and 40 ps averaged.

How soft should the spring be? Suppose the boundary obeys \(M_b\ddot n=-\zeta\dot n-\kappa(\Delta q)^2(n-\bar n)+\eta\), with constant friction \(\zeta\) and white noise \(\langle\eta(t)\eta(t')\rangle=2kT\zeta\,\delta(t-t')\). Averaged over a long time \(t\), the derivative terms leave end contributions of order \(1/t\), while the averaged noise has standard deviation \(\sqrt{2kT\zeta/t}\). The averaged spring force per layer, \(f\Delta q\) for the one-atom layers of the chain, inherits that error. Within this description the error of \(\Delta\mu\) depends neither on \(\kappa\) nor on the scale of \(Q\). A softer spring does not buy precision; it reduces ripple, at the price of a wider window and, when friction dominates the boundary's motion, slower relaxation.

## Reading the forces

At 800 K the linear order parameter with \(\kappa=0.01\) eV gives \(\langle Q-a\rangle=0.934\). Thus \(f=9.34\pm0.88\) meV and, with \(\Delta q=1.9379\) from the bulk runs,

\[
\Delta\mu=-9.34\times1.9379=-18.1\pm1.7\ \text{meV}.
\]

The spring-free value is \(-17.0\) meV. All four settings, in meV with one standard error, are:

| \(q\), \(\kappa\) (eV) | 800 K | 900 K | 1000 K |
|---|---|---|---|
| linear, 0.01 | −18.1 ± 1.7 | −3.1 ± 1.3 | 13.5 ± 1.9 |
| linear, 0.04 | −17.3 ± 1.5 | 1.0 ± 1.6 | 12.9 ± 1.9 |
| quadratic, 0.04 | −16.3 ± 1.3 | −2.3 ± 1.6 | 13.1 ± 1.6 |
| quadratic, 0.16 | −15.7 ± 1.4 | −3.8 ± 1.9 | 12.6 ± 2.0 |

The errors show no clear trend with \(\kappa\), in line with the estimate above. At 900 K one setting has the wrong sign: the reference is \(-2.3\) meV, and the noise is of similar size. So close to melting, even an average over 36 replicas does not reliably decide which phase is stable. The quadratic order-parameter error is also far below this noise, so these runs test agreement at the meV level and no finer.

An unweighted least-squares line fitted at three equally spaced temperatures has the slope \(b\) between the two end points and passes through the mean. For the first row,

\[
b=\frac{13.52+18.10}{200}=0.158\ \text{meV/K},\qquad
\overline{\Delta\mu}=-2.57\ \text{meV},
\]

\[
T_m=900+\frac{2.57}{0.158}=916\ \text{K}.
\]

The fitted value at \(T_m\) is a weighted sum of the data \(\Delta\mu_j\), with weights \(w_j=\tfrac13+(T_m-900)(T_j-900)/20000\), temperatures being in K. To first order the error of \(T_m\) is \(\sqrt{\sum_jw_j^2\sigma_j^2}/b\), where \(\sigma_j\) is the error of \(\Delta\mu_j\). This is 6.3 K here. The smaller error of \(\Delta q\) is left out.

In the order of the table, the four melting temperatures are \(916\pm6\), \(908\pm7\), \(913\pm6\) and \(916\pm8\) K. Their scatter gives \(\chi^2=1.1\) for three degrees of freedom, so no dependence on spring or order parameter is resolved. The weighted mean is \(913\pm3\) K, or 640 °C, against 915.4 K without a spring. Fitting a line to the reference data shifts the zero by only 0.3 K.

A single temperature can also provide the next guess. The Gibbs–Helmholtz relation is \(d(\Delta\mu/T)/dT=-\Delta h/T^2\). With constant \(\Delta h\), integration from \(T_m\), where \(\Delta\mu=0\), gives

\[
\frac{\Delta\mu}{T}=\Delta h\left(\frac1T-\frac1{T_m}\right),
\qquad T_m=\frac{T}{1-\Delta\mu/\Delta h}.
\]

The four values at 800 K average \(-16.85\) meV, and the bulk runs give \(\Delta h=-137.0\) meV. The chain has no volume, so this is an energy difference. The estimate is \(800/(1-0.123)=912\) K.

## From the chain to a memory alloy

The mass, the fusion entropy and a melting point near 900 K were chosen to lie roughly in the regime of Ge–Sb–Te alloys. The one-dimensional structure is far from any alloy, so 913 K tests the procedure and predicts no material. For an alloy, a single melting temperature also presupposes that crystal and liquid have the same composition. If they exchange elements, melting can spread over a range of temperatures, and the pinning force then depends on how much of the cell is crystalline. A small shift \(\delta\) of \(\Delta\mu\) moves melting by \(-\delta/(1.70\,k)\). Rough inputs show the sizes. In a metallic liquid with \(D=0.3\) states/eV per atom at the Fermi level, thermal excitation of the electrons lowers the free energy by \(\pi^2(kT)^2D/6\), about 3 meV per atom. If the crystal has a band gap of several \(kT\) and few free carriers, its own electronic term is much smaller, and \(T_m\) falls by about 20 K. Crystalline Ge–Sb–Te is often strongly p-type; the thermal free energy of its holes then counteracts this shift, by an amount that depends on their density and effective mass. A residual pressure \(p=0.1\) GPa, with a crystal smaller by 2 Å\(^3\) per atom, gives \(\delta=p\,\Delta v=-1.2\) meV and raises \(T_m\) by about 9 K. An equal strain \(e=0.5\) % along both lateral directions, for a biaxial modulus \(Y=50\) GPa and \(v=30\) Å\(^3\) per atom, stores \(Ye^2v=0.2\) meV in the crystal and lowers \(T_m\) by about 2 K. For the chain itself, the leading quantum correction to the nuclear motion also lowers it by about 2 K. A confined memory cell can break the assumption of a stress-free crystal, and for small stresses the pressure shift scales linearly.

Site disorder can matter more. Suppose the crystal's cation sublattice holds 40 % Ge, 40 % Sb and 20 % vacancies at random, with five cation sites per nine atoms. Its ideal mixing entropy is \(0.586\,k\) per atom, worth 46 meV at melting, about a third of the latent heat. If neither diffusion in the crystal nor melting and regrowth at the boundary rearranges the cations, a short simulation misses this term and makes the disordered crystal look too unstable. The shift is too large for the linear formula. Changing \(\kappa\) or \(q\) would not reveal it, because every setting would share the same frozen crystal. Agreement between settings tests the pinning; whether each phase has been sampled must be established separately.

The full set of values is in the numerical output below.

## Numbers as computed

```
barrier 0.25 eV, spring J 1.0 eV, skew 0.3, energy gap 0.14 eV
stiffness ratio 5.0, mean transverse stiffness 0.8 eV
mass 110.0 u, length unit 0.5 A, mobile atoms 30
time step 8 fs, friction 1.0 /ps, production 40 ps, equilibration 8 ps
replicas per pinned case 36, per bulk case 12
transfer-operator melting temperature 915.42 K
fusion entropy 1.701 kB/atom, latent heat 134.17 meV/atom
800 K reference: dmu -17.018 meV, dq linear 1.9367, quadratic 0.9641
800 K bulk MD: dq linear 1.9379, quadratic 0.9648, dh -137.01 +- 1.69 meV (ref -135.66)
900 K reference: dmu -2.262 meV, dq linear 1.9280, quadratic 0.9587
900 K bulk MD: dq linear 1.9267, quadratic 0.9579, dh -133.07 +- 1.82 meV (ref -134.39)
1000 K reference: dmu 12.341 meV, dq linear 1.9189, quadratic 0.9531
1000 K bulk MD: dq linear 1.9202, quadratic 0.9540, dh -132.78 +- 1.72 meV (ref -132.90)
largest finite-chain force minus coexistence field 0.1337 microeV
MD 800 K linear kappa 0.01 eV: <Q-a> 0.934, f 9.34 +- 0.88 (ref 8.78) meV, dmu -18.10 +- 1.71 meV
MD 800 K linear kappa 0.04 eV: <Q-a> 0.223, f 8.94 +- 0.79 (ref 8.78) meV, dmu -17.32 +- 1.53 meV
MD 800 K quadratic kappa 0.04 eV: <Q-a> 0.422, f 16.90 +- 1.34 (ref 17.72) meV, dmu -16.31 +- 1.29 meV
MD 800 K quadratic kappa 0.16 eV: <Q-a> 0.101, f 16.23 +- 1.46 (ref 17.72) meV, dmu -15.66 +- 1.41 meV
MD 900 K linear kappa 0.01 eV: <Q-a> 0.163, f 1.63 +- 0.67 (ref 1.17) meV, dmu -3.14 +- 1.30 meV
MD 900 K linear kappa 0.04 eV: <Q-a> -0.013, f -0.54 +- 0.84 (ref 1.17) meV, dmu 1.03 +- 1.62 meV
MD 900 K quadratic kappa 0.04 eV: <Q-a> 0.060, f 2.42 +- 1.64 (ref 2.36) meV, dmu -2.32 +- 1.57 meV
MD 900 K quadratic kappa 0.16 eV: <Q-a> 0.025, f 4.00 +- 1.97 (ref 2.36) meV, dmu -3.83 +- 1.89 meV
MD 1000 K linear kappa 0.01 eV: <Q-a> -0.704, f -7.04 +- 0.99 (ref -6.43) meV, dmu 13.52 +- 1.89 meV
MD 1000 K linear kappa 0.04 eV: <Q-a> -0.167, f -6.69 +- 1.01 (ref -6.43) meV, dmu 12.85 +- 1.93 meV
MD 1000 K quadratic kappa 0.04 eV: <Q-a> -0.344, f -13.74 +- 1.72 (ref -12.91) meV, dmu 13.11 +- 1.64 meV
MD 1000 K quadratic kappa 0.16 eV: <Q-a> -0.083, f -13.25 +- 2.07 (ref -12.91) meV, dmu 12.64 +- 1.98 meV
MD melting, linear, kappa 0.01 eV: 916.3 +- 6.3 K
MD melting, linear, kappa 0.04 eV: 907.6 +- 6.7 K
MD melting, quadratic, kappa 0.04 eV: 912.5 +- 6.1 K
MD melting, quadratic, kappa 0.16 eV: 916.1 +- 7.7 K
combined MD melting 913.0 +- 3.3 K = 639.9 C; chi2 1.11 for 3 dof
linear-fit bias 0.34 K; one-step estimate from 800 K 912.2 K
linear, 100 K undercooling: linear-estimate error 9.47 microeV, ratio to 50 K 4.07, trapezoid error 0.087 microeV
quadratic, 100 K undercooling: linear-estimate error -48.46 microeV, ratio to 50 K 3.97, trapezoid error 0.150 microeV
sharp case: barrier 0.9 eV, J 0.4 eV, 900 K, layer period 1.9699, field -2.710 meV
sharp case kappa 0.1551 eV: force ripple 5.893 meV
sharp case kappa 0.0776 eV: force ripple 0.465 meV
ripple damping 0.0789, law 0.0786
rough inputs: DOS 0.3 /eV/atom, pressure 0.1 GPa, volume change -2.0 A3, modulus 50.0 GPa, strain 0.005, volume 30.0 A3
neglected nuclear quantum motion: dmu 0.31 meV, melting shift -2.1 K
neglected liquid electronic entropy: dmu 3.07 meV, melting shift -21.0 K
neglected residual pressure: dmu -1.25 meV, melting shift 8.5 K
neglected lateral strain: dmu 0.23 meV, melting shift -1.6 K
ideal cation mixing entropy 0.586 kB/atom = 46.2 meV/atom at melting
```
